Avalanche multiplication and the unit-integral breakdown condition for equal ionization coefficients

**1. The situation and the model**

A reverse-biased drain junction in a charge-trap memory cell carries a small leakage current. When its field is strong enough, a drifting carrier can gain the energy to lift an electron across the gap, creating a new electron and a new hole. The two move in opposite directions, and each may ionize again. An electron can thus create a hole that travels back upstream and creates further electrons there. The question is how much this process multiplies the leakage, and at what voltage the current no longer needs any leakage to feed it.

Let the depleted layer occupy 0 < x < W, with the p-type body at x < 0 and the n⁺ drain at x > W. The field points towards −x, so electrons drift towards +x and holes towards −x. The symbol E denotes the field magnitude. The densities are n and p, the drift speeds vn and vp are positive constants, and the number fluxes

Fn = vn n,  Fp = vp p

are each counted positive in the carrier's own direction of motion. Both kinds carry conventional current towards −x, so the steady current density is J = q(Fn + Fp), where q is the elementary charge.

The ionization coefficient α(x) is the mean number of pairs created by one carrier per unit length of drift. It is taken to be the same for electrons and holes and to depend on the local field alone. The field is fixed: the current is too small to change it. Diffusion, recombination and sideways motion are left out. A flux Fn creates αFn pairs per unit volume and time, and likewise for holes. With a further pair generation rate g(x), thermal or by tunnelling, the balances are

∂n/∂t = −∂Fn/∂x + α(Fn + Fp) + g  (1)
∂p/∂t = +∂Fp/∂x + α(Fn + Fp) + g  (2)

The transport terms differ in sign because Fp is counted towards −x. The source terms are equal because carriers are created in pairs.

**2. Steady multiplication**

In a steady state the left sides vanish:

dFn/dx = α(Fn + Fp) + g
dFp/dx = −α(Fn + Fp) − g

Adding these gives d(Fn + Fp)/dx = 0, so F = Fn + Fp has the same value throughout the layer. The electron equation becomes

dFn/dx = αF + g  (3)

Equal coefficients matter here: the right side contains the constant F, not the unknown division of F between electrons and holes. Define

I = ∫₀ᵂ α dx,  G = ∫₀ᵂ g dx

and integrate (3) across the layer:

Fn(W) − Fn(0) = F I + G

The seeds entering from outside are Fn(0), electrons from the body, and Fp(W), holes from the drain. Since Fn(W) = F − Fp(W),

F − Fp(W) − Fn(0) = F I + G
F(1 − I) = S,  S = Fn(0) + Fp(W) + G  (4)

For I < 1 this gives

F = M S,  M = 1/(1 − I)  (5)

All three kinds of seed have the same multiplication. The solution is physically admissible because both partial fluxes are non-negative:

Fn(x) = Fn(0) + ∫₀ˣ (αF + g) dx′
Fp(x) = Fp(W) + ∫ₓᵂ (αF + g) dx′

For weak ionization M ≈ 1 + I, the seed plus its directly created pairs. Near I = 1 the result is sensitive. From (5), dM/dI = 1/(1 − I)² = M², so a small error δI produces a relative error δM/M ≈ M δI. An absolute error of 0.001 in I changes M = 50 by about 5%.

**3. The unit-integral condition**

Without a seed, S = 0 and (4) reads F(1 − I) = 0. A nonzero steady current therefore requires

∫₀ᵂ α dx = 1  (6)

When (6) holds, such a current exists. With A(x) = ∫₀ˣ α dx′, its fluxes are

Fn = F A(x),  Fp = F[1 − A(x)]  (7)

They satisfy both boundary conditions, Fn(0) = 0 and Fp(W) = 0. The amplitude F is arbitrary because the equations are linear. The size of the current must be set by something outside this model, such as a series resistance or the carriers' own space charge.

If I = 1 and S > 0, equation (4) says 0 = S, so no steady state exists. If I > 1 and S > 0, it gives a negative F, which two non-negative fluxes cannot produce. An implementation must therefore reject I ≥ 1 and not report 1/(1 − I) as a multiplication.

**4. Why the integral must be one**

Consider a pair born at x. Its electron drifts from x to W and creates ∫ₓᵂ α dx′ pairs on average. Its hole drifts from x to 0 and creates ∫₀ˣ α dx′. The sum is I for every x: together the two carriers sweep the layer once. An electron entering at 0, or a hole entering at W, sweeps it alone and also creates I pairs on average. Successive generations contribute

1 + I + I² + … = 1/(1 − I),  I < 1

which is (5) again. At I = 1 each pair replaces itself on average.

This picture also gives the fluctuations. With a local α, ionizations along a path are independent events, so the number K of direct offspring is Poisson distributed with mean and variance I. Let N count the seed and all its descendants. Then

N = 1 + N₁ + N₂ + … + N_K

where the Nᵢ are independent and have the same distribution as N, because the offspring distribution does not depend on the birthplace. The mean obeys M = 1 + I M. The variance has one part from the spread of each Nᵢ and one from the spread of K:

var N = I var N + I M²
var N = I M²/(1 − I) = I M³

The variance is finite for I < 1: if the family is cut off after k generations, the same recursion multiplies the previous variance by I and adds a bounded term, so it converges. Hence

⟨N²⟩/⟨N⟩² = 1 + I M = 1 + I/(1 − I) = M  (8)

The relative fluctuations grow together with the gain. A test followed 400,000 seed electrons with random free paths at I = 0.5. It gave a mean of 2.00 and a ratio ⟨N²⟩/⟨N⟩² of 1.997, against the predicted value 2 for both.

**5. Growth and decay in time**

The absence of a steady state does not by itself show what the current does. For that, let Q be the mean number of direct ionizations still to come from the carriers now present:

Q = ∫₀ᵂ {[I − A(x)] n + A(x) p} dx

Differentiate Q and insert (1) and (2). Since dA/dx = α, integration by parts of the transport terms gives

−∫₀ᵂ (I − A) ∂Fn/∂x dx = I Fn(0) − ∫₀ᵂ αFn dx
∫₀ᵂ A ∂Fp/∂x dx = I Fp(W) − ∫₀ᵂ αFp dx

because I − A vanishes at W and A vanishes at 0. In the source terms the weights add to (I − A) + A = I, so those terms contribute I R + I G, where

R = ∫₀ᵂ α(Fn + Fp) dx

is the total ionization rate. Collecting everything,

dQ/dt = I S + (I − 1) R  (9)

Each ionization uses up one expected event and creates a pair that promises I new ones.

Now switch off the seed and let T be the longer of W/vn and W/vp. Every carrier present at time t has left by t + T and has by then made all its direct ionizations, Q(t) on average. Carriers born later can only add to the count, so

∫ₜᵗ⁺ᵀ R dt′ ≥ Q(t)

Integrating (9) over this interval gives

I > 1:  Q(t + T) ≥ I Q(t)
I < 1:  Q(t + T) ≤ I Q(t)  (10)

Above threshold, any initial carriers with Q > 0 start a mean current that grows at least geometrically. Below it, the avalanche dies out. At I = 1 without a seed Q stays constant, and a steady seed makes it rise linearly, dQ/dt = S.

The inequalities were tested by marching (1) and (2) in time from uniform densities. The layer had α proportional to 0.4 + sin²(3x/W) + x/W and vp = 0.6 vn. For I = 0.50, 0.95, 1.05 and 2.00, the ratio Q(T)/Q(0) was 0.102, 0.814, 1.235 and 47.1 on a first-order mesh of 1000 cells; the mesh-converged values are 0.102, 0.811, 1.230 and 47.2, a shift of up to 0.4%. Each value lies on the required side of I, and all lie well away from the bound.

Near threshold the rate itself can be found. For a seed-free mode proportional to exp(st), equation (9) gives sQ = (I − 1)R. To leading order in I − 1, evaluate Q and R with the threshold fluxes (7):

R = F ∫₀ᵂ α dx = F
Q = F ∫₀ᵂ [(1 − A)A/vn + A(1 − A)/vp] dx

Therefore

s ≈ (I − 1)/τ,  τ = (1/vn + 1/vp) ∫₀ᵂ A(1 − A) dx  (11)

For uniform α, A = x/W at threshold and the integral is W/6. With equal speeds v this gives τ = W/(3v). Since s vanishes at I = 1, the growth time 1/s just above breakdown is long compared with the transit time.

**6. From ionization integral to voltage**

For an abrupt n⁺p junction with body doping N_A, take the layer as fully depleted and neglect the potential drop in the drain. With permittivity ε, Gauss's law gives

E(x) = qN_A x/ε
V = ∫₀ᵂ E dx = qN_A W²/(2ε)
W = √(2εV/(qN_A)),  E_m = E(W) = 2V/W

Here V is the total potential across the junction: the applied reverse bias plus the built-in potential. The coefficient is modelled by

α(E) = a exp(−b/E)

To find the breakdown potential V_B, compute I(V) = ∫₀ᵂ α(E(x)) dx by quadrature and solve I(V_B) = 1 by bracketing. Set α to zero at x = 0, which is its limit as E → 0.

The slope at V_B needs no numerical derivative. Measured from the body edge, E(x) does not depend on V; a larger V merely extends the layer. Hence dI/dW = α(E_m). Since W ∝ √V, dW/d ln V = W/2, and

m = dI/d ln V at V_B = ½ W α(E_m)  (12)

Expanding I ≈ 1 − m(1 − V/V_B) then gives, just below breakdown,

M ≈ 1/[m(1 − V/V_B)]  (13)

Equation (12) belongs to this junction and doping profile. Equation (13) holds for any smooth I(V) with m > 0.

**7. Worked example**

The parameters are round values in the rough regime of a silicon drain junction: N_A = 10¹⁷ cm⁻³, relative permittivity 11.7, a = 10⁶ cm⁻¹, b = 1.6 MV/cm and a drift speed of 10⁷ cm/s for both carriers. The unit integral is reached at

V_B = 14.6 V

With a rough built-in potential of 1.0 V, the applied reverse bias at breakdown is 13.6 V. Common empirical rules put planar silicon breakdown at this doping lower, near 11–12 V, and the peak field found below lies somewhat above the range (to about 0.6 MV/cm) of the usual fits for α, so the voltage is illustrative only. The depletion width is 434.5 nm, so

E_m = 2 × 14.6 V/(4.345 × 10⁻⁵ cm) = 0.672 MV/cm
α(E_m) = 10⁶ cm⁻¹ × exp(−1.6/0.672) = 9.25 × 10⁴ cm⁻¹
m = ½ × 4.345 × 10⁻⁵ cm × 9.25 × 10⁴ cm⁻¹ = 2.01

The value of m from direct differentiation of the integral is 2.009. Ionization is concentrated near the drain: the 167 nm next to it supply 90% of I.

The following multiplications come from integrating the two flux equations with an electron seed. They agree with 1/(1 − I):

V/V_B = 0.50:  I = 0.209,  M = 1.265
V/V_B = 0.80:  I = 0.628,  M = 2.69
V/V_B = 0.90:  I = 0.806,  M = 5.16
V/V_B = 0.95:  I = 0.901,  M = 10.1
V/V_B = 0.99:  I = 0.980,  M = 49.95

At 0.99 V_B, equation (13) gives 1/(2.009 × 0.01) = 49.8. Half the breakdown potential adds about a quarter to the leakage, while the last few per cent change it by large factors.

The transit time is 4.35 ps and τ = 0.669 ps. A uniform α over the same width would give 4.35/3 = 1.45 ps. The junction value is smaller because A is close to zero over much of the layer, where A(1 − A) contributes little to (11).

At 1.01 V_B, I = 1.02 and the computed growth time 1/s is 33.5 ps; the leading-order value τ/(I − 1) is 33.2 ps. The general inequality (10) guarantees only that 1/s is below T/ln I = 219 ps. That figure is a bound, not an estimate.

**8. When single carriers matter**

The growth law describes a mean. Above threshold an individual avalanche can still die out. Let π be the probability that the family of one pair survives for ever. It dies out if every direct offspring family does, and averaging over the Poisson number of offspring gives

1 − π = exp(−Iπ)

Taking logarithms, π + π²/2 + … = Iπ. For I slightly above one the nonzero solution is

π ≈ 2(I − 1)

At I = 1.02 about 4% of seed pairs start a lasting avalanche. In a small junction with weak leakage, the delay before breakdown may thus be set by waiting for a successful seed and not by the 33.5 ps growth time.

**9. Unequal coefficients**

Let electrons have αe and holes αh. In a steady state without internal seeding, F is still constant, but

dFn/dx = αe Fn + αh(F − Fn) = (αe − αh)Fn + αh F

Define φ(x) = ∫₀ˣ (αe − αh) dx′. Multiplying by exp(−φ) and integrating gives

Fn(W) e^(−φ(W)) − Fn(0) = F ∫₀ᵂ αh e^(−φ) dx

For an electron seed, Fp(W) = 0 and Fn(W) = F. The identity

e^(−φ(W)) = 1 − ∫₀ᵂ (αe − αh) e^(−φ) dx

then yields

M_e = F/Fn(0) = 1/[1 − ∫₀ᵂ αe e^(−φ) dx]

For a hole seed, Fn(0) = 0 and Fn(W) = F − Fp(W). The same steps give M_h = e^(−φ(W)) M_e. Both diverge at the same voltage, but below it the two gains differ unless φ(W) = 0. Setting αe = αh makes φ = 0 and restores (5).

**10. The model beside a real junction**

The comparisons below change one assumption at a time and keep the doping fixed. All material inputs are rough; their digits are those entered in the program, not a claim of accuracy.

Silicon's electrons ionize more readily than its holes at these fields. With a = 7 × 10⁵ cm⁻¹, b = 1.23 MV/cm for electrons and a = 1.6 × 10⁶ cm⁻¹, b = 2.0 MV/cm for holes, breakdown moves from 14.6 to 14.8 V. This closeness depends on the chosen common coefficient and on the hole values, which suit fields below about 0.4 MV/cm and overstate hole ionization near the drain. The overstatement is about a factor 1.5 at the peak field; with a high-field hole branch (a ≈ 6.7 × 10⁵ cm⁻¹, b ≈ 1.69 MV/cm above 0.4 MV/cm) breakdown moves to 15.7 V instead. The shift and the gains below illustrate the effect of unequal coefficients; they are not predictions for silicon. At 90% of the new breakdown potential, M is 7.78 for an electron seed and 4.25 for a hole seed; the equal-coefficient model gives 5.16 at 90% of its own. If newborn carriers cannot ionize until they have gained 1.7 eV, with α otherwise unchanged, breakdown rises to 16.9 V. This still lets the parent carrier ionize again at once; giving it the same dead space, at unchanged α, raises the breakdown potential to about 18.1 V. Both figures overstate the effect for a real junction, because a local α fitted to measured multiplication already averages over dead space, and the rate of a carrier that has passed its dead space is higher than that α. If instead b rises by 0.05% per kelvin, the breakdown potential is 15.3 V at 85 °C, against 14.6 V at the 25 °C reference.

The largest shift found is due to curvature. At a cylindrical drain edge of 100 nm radius, breakdown falls to 9.97 V, about 32% below the planar value. The peak field there is 1.06 MV/cm, far beyond the range in which such a form of α is fitted, so the size of the drop is only indicative. Condition (6) still applies there along a field line, because the flux multiplied by the cross-section of a field tube obeys the same equations. What changes is the field profile. A planar calculation is therefore unsafe as a voltage limit for a junction with such an edge. A nearby gate can also alter the field. In a cell whose channel is shorter than the 435 nm depletion width, the drain depletion may reach the source before the planar limit is approached, and this one-junction model then fails.

Band-to-band tunnelling supplies a seed of roughly 2 × 10⁻⁸ A/cm² at V_B in the planar junction; at the cylindrical edge at its own breakdown the same rate law gives about 5 × 10⁻⁴ A/cm², some 3 × 10⁴ times more. It enters S but not I, so it does not move the threshold. The fixed-field assumption needs the mobile charge to be small compared with the doping, and near threshold much smaller still. A mobile density equal to a fraction δ of the doping shifts I by an amount of order δ, so M keeps its value only if Mδ ≪ 1. At M = 50 the mobile density must stay well below 2% of the doping. Mobile carriers reach 10% of the doping density at

J = 0.1 qN_A v = 1.6 × 10⁴ A/cm²

and by then the field near threshold must be recalculated together with the current.

**11. What the threshold says about filaments**

Suppose parallel columns of a device share the same voltage but differ slightly in field, and carriers do not pass between them. A column with I < 1 settles at the finite current MqS. A column with I > 1 grows, and of two growing columns the ratio of currents changes as exp[(s₁ − s₂)t]. Near threshold, with nearly equal τ, equation (11) shows how much this matters. While the weaker column grows by a factor g, the ratio changes by the factor g^[(I₁ − I₂)/(I₂ − 1)]. A small difference in the ionization integral can therefore concentrate the current at an early stage, but only if it is not too small compared with the excess I₂ − 1.

This is not yet a theory of a stable filament or of the voltage snapback of a threshold switch. Both require the current to act back on the field, the temperature or the circuit voltage, and all three are held fixed here. The unit integral locates the onset; the final current and filament width need those additional equations. The numerical output below lists the values used in the example.

Calculated quantities

```
Monte Carlo I: 0.5
Monte Carlo mean carriers per seed: 2
Formula 1/(1-I): 2
Monte Carlo <N^2>/<N>^2: 1.997
Time marching, test layer, hole speed 0.6 of electron speed:
  I=0.50: rate*electron transit=-1.484, Q(T)/Q(0)=0.102
  I=0.95: rate*electron transit=-0.130, Q(T)/Q(0)=0.814
  I=1.05: rate*electron transit=0.133, Q(T)/Q(0)=1.235
  I=2.00: rate*electron transit=2.380, Q(T)/Q(0)=47.092
Body doping: 1e+17 cm^-3
Relative permittivity: 11.7
Coefficient a: 1e+06 1/cm
Coefficient b: 1.6 MV/cm
Drift speed: 1e+07 cm/s
Breakdown total potential V_B: 14.6 V
Built-in potential (rough): 1.01 V
Applied reverse bias at breakdown: 13.6 V
Depletion width at V_B: 434.5 nm
Peak field at V_B: 0.672 MV/cm
Peak alpha at V_B: 9.247e+04 1/cm
Zone next to the n+ side with 90% of I: 167 nm
m = dI/dlnV at V_B: 2.009
  V/V_B=0.50: V=7.30 V, I=0.2092, M=1.265
  V/V_B=0.80: V=11.68 V, I=0.6282, M=2.69
  V/V_B=0.90: V=13.14 V, I=0.8063, M=5.163
  V/V_B=0.95: V=13.87 V, I=0.9013, M=10.13
  V/V_B=0.99: V=14.45 V, I=0.9800, M=49.95
Near-threshold estimate of M at 0.99 V_B: 49.77
Transit time at V_B: 4.35 ps
tau at V_B: 0.669 ps
I at 1.01 V_B: 1.02
Growth time 1/s at 1.01 V_B: 33.5 ps
First-order growth time tau/(I-1): 33.2 ps
Upper bound on growth time T/ln I: 219 ps
Rough electron a, b: 7e+05 1/cm, 1.23 MV/cm
Rough hole a, b: 1.6e+06 1/cm, 2 MV/cm
V_B with unequal coefficients: 14.8 V
  M for electron seed at 90% of that: 7.78
  M for hole seed at 90% of that: 4.25
Threshold energy (rough): 1.7 eV
V_B with inert newborn carriers: 16.9 V
Edge radius: 100 nm
V_B at cylindrical edge: 9.97 V
Rough relative rise of b per kelvin: 0.0005 1/K
V_B at 85 degrees C: 15.3 V
Tunnelling seed current density at V_B: 1.7e-08 A/cm^2
Current density with mobile density 10% of doping: 1.6e+04 A/cm^2
```
